# Building metallocene coordinates and classifying D5h, D5d and D5 symmetry

## Result and conventions

Place a metal atom M at the origin and two equal, regular, parallel cyclopentadienyl rings at heights \(+h\) and \(-h\). Let \(R\) be the distance of the carbon atoms from the \(z\) axis and \(\tau\) the twist of the lower ring relative to the upper one. If \(h>R\sin36^\circ\), the point group is

\[
\begin{aligned}
D_{5h}&:\quad \tau\equiv 0^\circ \pmod{72^\circ},\\
D_{5d}&:\quad \tau\equiv 36^\circ \pmod{72^\circ},\\
D_5&:\quad \text{any other } \tau .
\end{aligned}
\]

Here \(a\equiv b\pmod{72^\circ}\) means that \(a-b\) is a whole multiple of \(72^\circ\). The horizontal reflection \(\sigma_h\) and the inversion \(i\) distinguish the three cases, provided that a fivefold axis and a perpendicular twofold axis have been confirmed first. With coordinates of finite accuracy, "coincides" must mean "coincides within a tolerance \(\varepsilon\)", and this tolerance has both a lower and an upper limit.

The carbon coordinates, with \(k=0,\dots,4\), are

\[
\begin{aligned}
\mathbf r_k^{\rm up}&=(R\cos72^\circ k,\;R\sin72^\circ k,\;h),\\
\mathbf r_k^{\rm low}&=(R\cos(72^\circ k+\tau),\;R\sin(72^\circ k+\tau),\;-h).
\end{aligned}
\]

Each hydrogen has the azimuth and height of its carbon but the larger radius \(R_H\). Two carbons separated by an angle \(\beta\) on a ring are a chord \(2R\sin(\beta/2)\) apart, so neighbours are at \(2R\sin36^\circ\). The metal–carbon distance is \(\sqrt{R^2+h^2}\).

## Why there are three cases

A symmetry operation is a distance-preserving map that sends every atom to the position of an atom of the same element, one to one. There is a single metal atom, so it stays at the origin, and the operation is an orthogonal matrix \(O\).

Carbons in different rings are at least \(2h\) apart. The condition \(h>R\sin36^\circ\) makes this larger than the neighbour distance within a ring. The shortest C–C distances therefore link the carbons into two separate pentagons. Since \(O\) preserves distances, it either keeps each pentagon or exchanges the two. The ring centres \((0,0,\pm h)\) are likewise kept or exchanged, so \(O\) preserves the \(z\) axis. Within the \(xy\) plane it acts as a rotation, \(\theta\to\theta+\alpha\), or as a reflection, \(\theta\to\alpha-\theta\). Four families remain.

**Rings kept, azimuth rotated.** The upper ring requires \(\alpha\equiv0\). The lower ring then also maps onto itself. These are five rotations about \(z\), including the identity, and they exist for every \(\tau\).

**Rings kept, azimuth reflected.** The upper ring again requires \(\alpha\equiv0\). A lower atom at \(\tau+72^\circ k\) goes to \(\alpha-\tau-72^\circ k\), which must be a lower azimuth, so \(\alpha-\tau\equiv\tau\). Together these give \(2\tau\equiv0\). The operations are vertical mirrors.

**Rings exchanged, azimuth rotated.** Sending the upper ring to the lower requires \(\alpha\equiv\tau\). Sending the lower to the upper requires \(\tau+\alpha\equiv0\). Substitution gives \(2\tau\equiv0\) again.

**Rings exchanged, azimuth reflected.** Upper to lower requires \(\alpha\equiv\tau\), and lower to upper requires \(\alpha-\tau\equiv0\), which is the same condition. There are five choices, \(\alpha=\tau+72^\circ j\), for every \(\tau\). An in-plane reflection has determinant \(-1\), and reversing \(z\) gives another factor \(-1\), so these are proper rotations. They are half-turns about horizontal axes at azimuth

\[
\phi_j=\frac{\alpha}{2}=\frac{\tau}{2}+36^\circ j .
\]

The first and fourth families supply \(5+5=10\) rotations, the group \(D_5\). The other two add ten improper operations if and only if \(2\tau\equiv0\pmod{72^\circ}\), that is, if \(\tau\) is a multiple of \(36^\circ\). The hydrogens share the carbon azimuths and heights, so they impose no further condition.

The multiples of \(36^\circ\) split into two classes. The reflection \(\sigma_h\) exchanges the rings with \(\alpha=0\), and the third family then requires \(\tau\equiv0\). Inversion exchanges them with \(\alpha=180^\circ=2\times72^\circ+36^\circ\), so it requires \(\tau\equiv36^\circ\). The first class is the eclipsed structure, \(D_{5h}\), and the second the staggered structure, \(D_{5d}\). Both operations cannot be present together, because their product is a half-turn about \(z\), which a regular pentagon does not possess.

A structure with \(D_5\) symmetry has no improper operation and is therefore chiral. Reflection in the horizontal plane puts the upper ring at azimuths \(72^\circ k+\tau\) and the lower at \(72^\circ k\). Rotation by \(-\tau\) then restores the upper ring and leaves the lower one at \(72^\circ k-\tau\). Twists \(\tau\) and \(-\tau\) are thus mirror images.

The condition on \(h\) is sufficient but not necessary. For \(R=1.2\) Å it reads \(h>0.705\) Å. An exhaustive search on the metal and carbon atoms with \(h=R/2=0.6\) Å, which violates it, still gave \(D_{5h}\), \(D_5\) and \(D_{5d}\) at twists of \(0^\circ\), \(20^\circ\) and \(36^\circ\).

## The algorithm

The input is a list of elements and coordinates, with M at the origin and the suspected fivefold axis along \(z\). For a trial operation \(O\), define the mismatch

\[
d(O)=\max_a\;\min_{b}\,|O\mathbf r_a-\mathbf r_b| ,
\]

where \(b\) runs over atoms of the same element as \(a\). The operation passes if \(d(O)\le\varepsilon\) and the nearest-atom assignment \(a\to b\) is one to one.

1. Test the rotation by \(72^\circ\) about \(z\).
2. Take the azimuths \(a\) and \(b\) of one upper and one lower carbon, set \(\phi=(a+b)/2\) and \(\mathbf n=(\cos\phi,\sin\phi,0)\), and test \(O=2\mathbf n\mathbf n^{T}-1\).
3. If either test fails, report that the structure is not of \(D_5\) type.
4. Test \(\sigma_h=\mathrm{diag}(1,1,-1)\) and \(i=-1\). Report \(D_{5h}\) if only \(\sigma_h\) passes, \(D_{5d}\) if only \(i\) passes, \(D_5\) if neither passes, and "ambiguous" if both pass.

The matrix in step 2 sends \(\mathbf r\) to \(2(\mathbf n\cdot\mathbf r)\mathbf n-\mathbf r\). This reverses \(z\) and changes the azimuth from \(\theta\) to \(2\phi-\theta\), so \(a\) goes to \(a+b-a=b\), as required. Adding \(360^\circ\) to either azimuth reverses \(\mathbf n\) but leaves the matrix unchanged.

Steps 1 and 2 are needed because failure of both \(\sigma_h\) and \(i\) does not establish \(D_5\). Tilt the upper ring of an eclipsed structure by \(5^\circ\) about the horizontal line through its centre and one of its carbons, using the dimensions of the example below. The mismatches are 0.191 Å for \(\sigma_h\) and 1.429 Å for \(i\). With \(\varepsilon=0.1\) Å both fail, and a classifier with these two tests alone would answer \(D_5\). The fivefold rotation also fails, with a mismatch of 0.236 Å, and the structure is rejected. Step 2 guards against a different fault: two parallel rings at unequal distances from the metal keep the fivefold axis, but no half-turn about a horizontal axis through the metal can exchange them.

The full group can be found without assuming any axis. Three upper carbons give three linearly independent vectors, so their images determine \(O\). There are \(10\times9\times8=720\) ordered triples of possible images. Each yields a matrix, which is kept if it is orthogonal and permutes all atoms. For thirteen twists between \(-36^\circ\) and \(144^\circ\), including \(0.5^\circ\) and \(35.5^\circ\), the group found in this way agreed with the short algorithm at \(\varepsilon=10^{-6}\) Å.

## Error analysis

**Error from the twist.** Let \(\delta\), between \(0^\circ\) and \(36^\circ\), be the angular distance of \(\tau\) from the nearest multiple of \(72^\circ\). Under \(\sigma_h\), an upper atom at radius \(\rho\) lands in the lower plane, an angle \(\delta\) from the nearest atom of its kind. The separation is the chord \(2\rho\sin(\delta/2)\). It is largest for hydrogen, so

\[
d(\sigma_h)=2R_H\sin\frac{\delta}{2}.
\]

Inversion adds \(180^\circ\equiv36^\circ\) to the azimuth. The angle to the nearest atom is then \(36^\circ-\delta\), and

\[
d(i)=2R_H\sin\frac{36^\circ-\delta}{2}.
\]

Both formulas assume that the nearest atom lies in the plane reached by the operation. This holds if \(2h>2R_H\sin18^\circ\); in the example the two sides are 3.30 Å and 1.42 Å.

Setting the mismatch equal to \(\varepsilon\) gives the offset from a special twist at which the label changes:

\[
\delta_\varepsilon=2\arcsin\frac{\varepsilon}{2R_H}\approx\frac{\varepsilon}{R_H}\ \text{rad}
\qquad(\varepsilon\ll R_H).
\]

The choice of \(\varepsilon\) is therefore a choice of how much twist is to be ignored.

**Upper limit of the tolerance.** Both decisive tests pass if \(\delta\le\delta_\varepsilon\) and \(36^\circ-\delta\le\delta_\varepsilon\). Adding these gives \(\delta_\varepsilon\ge18^\circ\). An unambiguous answer at every twist thus requires

\[
\varepsilon<2R_H\sin9^\circ .
\]

**Lower limit from rounding.** Suppose coordinates are rounded to a step \(u\). Each component is wrong by at most \(u/2\), so each atom is displaced by at most \(\sqrt3\,u/2\). An orthogonal matrix preserves the length of this error. A fixed operation that is a true symmetry of the unrounded structure then has

\[
d(O)\le\frac{\sqrt3}{2}u+\frac{\sqrt3}{2}u=\sqrt3\,u .
\]

The twofold axis is built from rounded coordinates and carries an additional error. The in-plane displacement of a carbon is at most \(u/\sqrt2\), which changes its azimuth by at most about \(u/(\sqrt2R)\). The operation contains the sum \(a+b\), whose error is at most twice this, \(\sqrt2\,u/R\). At the hydrogen radius this moves an atom by \(\sqrt2\,uR_H/R\). To first order in \(u\),

\[
d(C_2)\le\left(\sqrt3+\sqrt2\,\frac{R_H}{R}\right)u .
\]

For \(u=0.001\) Å, \(R=1.2\) Å and \(R_H=2.3\) Å this bound is 0.0044 Å. For the orientation defined above, the largest mismatch found at twists of \(0^\circ\) and \(36^\circ\) was 0.0015 Å, and both structures received the correct label with \(\varepsilon=0.005\) Å; turning the molecule about \(z\) before rounding can raise the mismatch to about 0.003 Å. Both bounds assume that the rounded coordinates already have M at the origin and the fivefold axis along \(z\). If origin and axis must be rebuilt from rounded atoms, their errors add, mismatches near 0.006 Å occur for the same \(u\), and a larger \(\varepsilon\) is needed.

**Accumulation in products.** If \(O_1\) and \(O_2\) each pass with tolerance \(\varepsilon\), let \(O_2\) bring atom \(a\) near \(b\), and \(O_1\) bring \(b\) near \(c\). Then

\[
|O_1O_2\mathbf r_a-\mathbf r_c|
\le|O_1(O_2\mathbf r_a-\mathbf r_b)|+|O_1\mathbf r_b-\mathbf r_c|
\le2\varepsilon .
\]

Testing generators in place of the whole group is therefore safe for accurate coordinates, but a product of two accepted operations is guaranteed only to \(2\varepsilon\). Repeating the argument gives \(n\varepsilon\) for a product of \(n\) operations.

## Worked example

Take rough ferrocene-like dimensions: \(R=1.20\) Å, \(h=1.65\) Å and a C–H length of 1.10 Å, so that \(R_H=2.30\) Å. The bond lengths are

\[
2(1.20)\sin36^\circ=1.41\ \text{Å},\qquad
\sqrt{1.20^2+1.65^2}=2.04\ \text{Å}.
\]

Number the upper carbons C1 to C5 and the lower ones C6 to C10. At \(\tau=20^\circ\), C1 lies at \((1.200,0,1.650)\) Å and C6 at \((1.128,0.410,-1.650)\) Å. The mismatches are

\[
\begin{aligned}
d(\sigma_h)&=4.60\sin10^\circ=0.799\ \text{Å},\\
d(i)&=4.60\sin8^\circ=0.640\ \text{Å}.
\end{aligned}
\]

With \(\varepsilon=0.10\) Å both tests fail. The fivefold and twofold rotations pass, the group has ten elements, and the label is \(D_5\). Inversion has the smaller mismatch because \(20^\circ\) is closer to \(36^\circ\) than to \(0^\circ\).

At \(\tau=0^\circ\), reflection exchanges C1 with C6, C2 with C7, and so on. At \(\tau=36^\circ\), inversion sends C1 to azimuth \(180^\circ=36^\circ+2\times72^\circ\) in the lower ring, which is the third lower atom, C8. Each of these structures has twenty operations.

The label changes at an offset of \(2\arcsin(0.10/4.60)=2.49^\circ\), and the upper limit of the tolerance is \(4.60\sin9^\circ=0.72\) Å. Bending all hydrogens 0.05 Å towards the metal left the labels at \(0^\circ\), \(20^\circ\) and \(36^\circ\) unchanged, since the two hydrogen planes remain at equal and opposite heights.

## What the label means for a warm vapour

Ferrocene is used as a vapour source of iron. Its free molecule favours the eclipsed arrangement, with a small barrier to ring rotation. The estimate below uses a rough barrier \(V_0=0.04\) eV and a round temperature of 400 K, for which \(k_BT=0.0345\) eV. The model potential is

\[
V(\tau)=\frac{V_0}{2}(1-\cos5\tau).
\]

Let each ring have moment of inertia \(I\) about \(z\) and azimuth \(\varphi_1\) or \(\varphi_2\). With \(\Phi=(\varphi_1+\varphi_2)/2\) and \(\tau=\varphi_2-\varphi_1\), the kinetic energy is

\[
\frac I2(\dot\varphi_1^2+\dot\varphi_2^2)
=\frac I2\left(2\dot\Phi^2+\frac{\dot\tau^2}{2}\right)
=I\dot\Phi^2+\frac12\,\frac I2\,\dot\tau^2 .
\]

The twist thus has the reduced moment \(I/2\). In atomic units its Hamiltonian is

\[
H=-B\frac{d^2}{d\tau^2}+V(\tau),\qquad B=\frac{1}{2(I/2)}=\frac1I ,
\]

with \(B=3.70\times10^{-5}\) eV here. Near a minimum, \(V\approx\tfrac12(25V_0/2)\tau^2\), so the harmonic quantum is

\[
\omega=\sqrt{\frac{25V_0/2}{I/2}}=5\sqrt{V_0B}=0.0061\ \text{eV}.
\]

Diagonalization gives 0.0058 eV, about 4% below the harmonic value. Since \(\omega\) is well below \(k_BT\), a classical distribution proportional to \(e^{x\cos5\tau}\), with \(x=V_0/(2k_BT)=0.58\), should be a good approximation. The five eclipsed windows of half-width \(\delta_\varepsilon\) then have probability

\[
P_{5h}=\frac{5}{2\pi I_0(x)}\int_{-\delta_\varepsilon}^{\delta_\varepsilon}e^{x\cos5\tau}\,d\tau ,
\]

where \(I_0\) is the modified Bessel function that normalizes the distribution. This gives 0.113, and the quantum calculation gives 0.113 as well. The staggered windows have probability 0.036, and the remaining 0.85 belongs to \(D_5\) twists. Without a barrier, each special label would have the probability \(10\times2.49^\circ/360^\circ=0.069\).

These probabilities concern the twist alone. Other vibrations can be sized as harmonic oscillators. Half of an oscillator's mean energy is potential, so \(\tfrac12\mu\omega^2\langle q^2\rangle=\tfrac12E\). With \(E=\tfrac12\omega\coth(\omega/2k_BT)\),

\[
\langle q^2\rangle=\frac{1}{2\mu\omega}\coth\frac{\omega}{2k_BT}.
\]

For tilting of one ring about its own centre, \(q\) is an angle and \(\mu\) a moment of inertia. A rough quantum of 0.05 eV gives an rms tilt of \(2.0^\circ\), which moves a hydrogen on the tilted diameter by 0.08 Å. This is below \(\varepsilon\) but not harmless: each ring tilts about two axes, and the tests compare the displacements of different atoms. With independent tilts of this size on both rings the typical mismatch is about 0.17 Å, and only about one structure in eight keeps the \(D_{5h}\) label. For out-of-plane C–H motion, with \(\mu\) taken as the hydrogen mass and a rough quantum of 0.10 eV, the rms displacement is 0.15 Å. This exceeds \(\varepsilon\). Among 1000 eclipsed structures with independent random hydrogen displacements of this size, none was labelled \(D_{5h}\). Real vibrations are correlated between atoms, so this is an estimate of scale.

The labels therefore describe chosen equilibrium or idealized coordinates. A warm molecule keeps neither the fixed twist nor the parallel, rigid rings of the model: in this estimate, with \(\varepsilon=0.10\) Å, the twist alone removes the \(D_{5h}\) label for 89% of the time. This figure depends mainly on the tolerance (78% for \(\varepsilon=0.20\) Å) and only weakly on the rough barrier (87% to 90% for \(V_0\) between 0.052 and 0.026 eV). Raising \(\varepsilon\) to absorb the motion is no general remedy, because it also widens the range of static twists that are accepted as symmetric. The remaining values are in the numerical output.

## Computed results

```
ring radius R = 1.20 angstrom; height h = 1.65 angstrom
C-H length = 1.10 angstrom; hydrogen radius R_H = 2.30 angstrom
smallest height used in proof, R sin36 = 0.7053 angstrom
C-C length = 1.4107 angstrom; M-C length = 2.0402 angstrom
atom numbers: M 0; C upper 1-5, lower 6-10; H upper 11-15, lower 16-20
coordinates x y z at twist 20 deg (angstrom):
  M0    0.0000   0.0000   0.0000
  C1    1.2000   0.0000   1.6500
  C2    0.3708   1.1413   1.6500
  C3   -0.9708   0.7053   1.6500
  C4   -0.9708  -0.7053   1.6500
  C5    0.3708  -1.1413   1.6500
  C6    1.1276   0.4104  -1.6500
  C7   -0.0419   1.1993  -1.6500
  C8   -1.1535   0.3308  -1.6500
  C9   -0.6710  -0.9948  -1.6500
  C10   0.7388  -0.9456  -1.6500
  H11   2.3000   0.0000   1.6500
  H16   2.1613   0.7866  -1.6500
twist(deg) d_sigma(angstrom) d_inv(angstrom) group order  label
     0    0.0000    1.4215    20  D5h
    20    0.7988    0.6402    10  D5
    36    1.4215    0.0000    20  D5d
images of C1..C10, reflection, twist 0 deg: [6, 7, 8, 9, 10, 1, 2, 3, 4, 5]
images of C1..C10, inversion, twist 36 deg: [8, 9, 10, 6, 7, 4, 5, 1, 2, 3]
C2 axis azimuths at twist 20 deg (deg): 10.0 46.0 82.0 118.0 154.0
tolerance = 0.10 angstrom; label switches at offset 2.491 deg
tolerance where both tests can pass = 0.7196 angstrom
worst mismatch from 3-decimal rounding = 0.0015 angstrom
ring tilted by 5.0 deg: label = not D5 type
  mismatches sigma_h, i, C5 = 0.191, 1.429, 0.236 angstrom
temperature = 400 K; kT = 0.0345 eV; rough barrier = 0.04 eV
rotor constant B = 3.697e-05 eV
torsion quantum: diagonalized 0.00584 eV, harmonic 0.00608 eV
quantum probability of D5h, D5d twist windows = 0.1131, 0.0359
classical probability of the same windows = 0.1133, 0.0358
probability of a D5 twist = 0.8510
rough tilt quantum = 0.05 eV; rms tilt = 1.98 deg
rms hydrogen shift from tilt = 0.079 angstrom
rough C-H wag quantum = 0.10 eV; rms shift = 0.152 angstrom
eclipsed snapshots still labelled D5h = 0 of 1000
```
